# Why Reconstructed Silicon Boundaries Can Lack Deep Gap States: a numerical check

```python
"""
Result under test: in an sp3 network whose bonds couple directed orbitals,
  top filled level  <= Ep - gamma,   lowest empty level >= Es + gamma,
when all atoms are fourfold. gamma is the least eigenvalue of the local matrix
K = sum_b V_b |h_b><h_b|, with h(d) = (s + sqrt(3) d.p)/2 for a bond along d.
Each threefold atom has K g = 0 and forces one level into [Es, Ep].
Es, Ep: orbital energies (eV); V_b = V0/r^2: bond coupling (eV);
r: bond length in ideal bond lengths. The test structure is a relaxed
Sigma 9 (221) tilt boundary of the diamond lattice, with capped outer faces.
"""
import numpy as np
from scipy.optimize import minimize, linear_sum_assignment

SQ3 = np.sqrt(3.0)
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
AXES = np.array([np.array([-1, 1, 4]) / np.sqrt(18),
                 np.array([1, 1, 0]) / np.sqrt(2),
                 np.array([2, -2, 1]) / 3])
CELL = np.array([np.sqrt(18) / 2, np.sqrt(2) / 2])   # in cubic lattice constants
CUBIC = 4 / SQ3                                    # cubic constant / bond length


def build_grain(n_planes):
    """Half crystal: particles, bonds, and atoms with an open bond on top."""
    low = -(n_planes - 1)

    def site(m, sub):
        return AXES @ (m * np.array([1, 0, -1]) / 2 + sub * TETRA[0])

    def index(m, sub):
        return 2 * (m - low) + sub

    pos = [site(m, sub) for m in range(low, 1) for sub in (0, 1)]
    bonds, caps, open_atoms = [], [], []
    for m in range(low - 5, 6):
        for delta in TETRA:
            vec = AXES @ delta
            m2 = m + int(round((12 * vec[2] - 1) / 2))
            in_a, in_b = low <= m <= 0, low <= m2 <= 0
            if in_a and in_b:
                i, j = index(m, 0), index(m2, 1)
                image = np.rint((pos[i] + vec - pos[j])[:2] / CELL)
                bonds.append((i, j, image[0], image[1]))
            elif in_a or in_b:
                i = index(m, 0) if in_a else index(m2, 1)
                outward = vec if in_a else -vec
                missing = m2 if in_a else m
                if missing > 0:
                    open_atoms.append(i)
                else:
                    caps.append((i, pos[i] + outward))
    n_atoms = len(pos)
    for c, (i, where) in enumerate(caps):
        pos.append(where)
        bonds.append((i, n_atoms + c, 0, 0))
    return np.array(pos), bonds, open_atoms, n_atoms


grain, grain_bonds, open_low, n_atoms_grain = build_grain(12)
n_grain = len(grain)
upper = grain * np.array([1, 1, -1]) + np.array([CELL[0] / 2, 0, 0.25])
start = np.vstack([grain, upper])
bonds = list(grain_bonds)
bonds += [(i + n_grain, j + n_grain, u, v) for i, j, u, v in grain_bonds]
open_up = [i + n_grain for i in open_low]
cost = np.zeros((len(open_low), len(open_up)))
images = {}
for p, i in enumerate(open_low):
    for q, j in enumerate(open_up):
        diff = start[j] - start[i]
        image = -np.rint(diff[:2] / CELL)
        diff[:2] += image * CELL
        cost[p, q] = diff @ diff
        images[p, q] = image
first_cross = len(bonds)
for p, q in zip(*linear_sum_assignment(cost)):
    bonds.append((open_low[p], open_up[q], *images[p, q]))
cross = np.arange(first_cross, len(bonds))
table = np.array(bonds)
bi, bj = table[:, 0].astype(int), table[:, 1].astype(int)
image = table[:, 2:]
n_bonds, n_part = len(bonds), len(start)
is_cap = np.arange(n_part) % n_grain >= n_atoms_grain
atoms = np.where(~is_cap)[0]
start = start * CUBIC
shift = np.hstack([image * CELL * CUBIC, np.zeros((n_bonds, 1))])
coordination = np.bincount(np.r_[bi, bj], minlength=n_part)
assert np.all(coordination[atoms] == 4) and np.all(coordination[is_cap] == 1)

# pairs of bonds that meet at an atom, with signs making vectors point outward
pairs = []
for atom in atoms:
    ends = [(b, 1) for b in np.where(bi == atom)[0]]
    ends += [(b, -1) for b in np.where(bj == atom)[0]]
    pairs += [(ends[p][0], ends[q][0], ends[p][1] * ends[q][1])
              for p in range(4) for q in range(p)]
pb1, pb2, psign = np.array(pairs).T
BEND = 0.3                                # bending / stretching constant


def bond_vectors(pos):
    return pos[bj] + shift - pos[bi]


def keating(flat):
    """Keating energy and gradient, stretching constant and bond length = 1."""
    vec = bond_vectors(flat.reshape(-1, 3))
    stretch = np.sum(vec**2, axis=1) - 1
    bend = psign * np.sum(vec[pb1] * vec[pb2], axis=1) + 1 / 3
    energy = 3 / 16 * np.sum(stretch**2) + 3 / 8 * BEND * np.sum(bend**2)
    g = 0.75 * stretch[:, None] * vec
    factor = (0.75 * BEND * bend * psign)[:, None]
    np.add.at(g, pb1, factor * vec[pb2])
    np.add.at(g, pb2, factor * vec[pb1])
    grad = np.zeros((n_part, 3))
    np.add.at(grad, bj, g)
    np.add.at(grad, bi, -g)
    return energy, grad.ravel()


fit = minimize(keating, start.ravel(), jac=True, method="L-BFGS-B",
               options=dict(maxiter=4000, maxfun=6000, ftol=1e-16, gtol=1e-7))
assert np.max(np.abs(keating(fit.x)[1])) < 1e-4
relaxed = fit.x.reshape(-1, 3)
vec0 = bond_vectors(relaxed)
length = np.linalg.norm(vec0, axis=1)
unit0 = vec0 / length[:, None]
angles = np.degrees(np.arccos(psign * np.sum(unit0[pb1] * unit0[pb2], axis=1)))

# five-membered rings from closed five-step walks, averaged over Bloch phases
walks = 0.0
for u in range(3):
    for v in range(5):
        phase = np.exp(2j * np.pi * (image @ np.array([u / 3, v / 5])))
        adj = np.zeros((n_part, n_part), complex)
        np.add.at(adj, (bi, bj), phase)
        np.add.at(adj, (bj, bi), phase.conj())
        walks += np.trace(np.linalg.matrix_power(adj, 5)).real / 15
five_rings = walks / 10
assert abs(five_rings - round(five_rings)) < 1e-6 and five_rings > 0.5


def directed_model(e_s, e_p, v):
    return (e_s, e_p, -v / 4, SQ3 * v / 4, 3 * v / 4, 0.0)


def hybrid_coupling(par):
    return (-par[2] + 2 * SQ3 * par[3] + 3 * par[4]) / 4


def directed(d):
    return np.r_[1.0, SQ3 * d] / 2


def hop(d, par):
    """Two-centre s,p coupling block for a bond along unit vector d."""
    t = np.empty((4, 4))
    t[0, 0] = par[2]
    t[0, 1:] = par[3] * d
    t[1:, 0] = -par[3] * d
    t[1:, 1:] = (par[4] - par[5]) * np.outer(d, d) + par[5] * np.eye(3)
    return t


width = np.where(is_cap, 1, 4)
offset = np.r_[0, np.cumsum(width)[:-1]]
n_orb = int(width.sum())
assert n_orb == 2 * n_bonds
kpoints = np.array([(u, v) for u in (0, .25, .5) for v in np.arange(5) / 8])


def hamiltonians(vec, par, scale):
    ham = np.zeros((len(kpoints), n_orb, n_orb), complex)
    for p in range(n_part):
        o = offset[p]
        levels = [(par[0] + 3 * par[1]) / 4] if is_cap[p] else [par[0]] + 3 * [par[1]]
        for c, level in enumerate(levels):
            ham[:, o + c, o + c] = level
    for b in range(n_bonds):
        r = np.linalg.norm(vec[b])
        d = vec[b] / r
        if is_cap[bj[b]]:
            block = -hybrid_coupling(par) * directed(d)[:, None]
        else:
            block = hop(d, par)
        block = block * scale[b] / r**2
        phase = np.exp(2j * np.pi * (kpoints @ image[b]))[:, None, None]
        i, j, w = offset[bi[b]], offset[bj[b]], width[bj[b]]
        ham[:, i:i + 4, j:j + w] += phase * block
        ham[:, j:j + w, i:i + 4] += phase.conj() * block.T
    return ham


def spectrum(vec, par, scale):
    return np.linalg.eigvalsh(hamiltonians(vec, par, scale))


def local_matrices(vec, v0, scale):
    """Local bond matrices K and gamma, their least eigenvalue."""
    local = np.zeros((n_part, 4, 4))
    cap_values = []
    for b in range(n_bonds):
        r = np.linalg.norm(vec[b])
        d, strength = vec[b] / r, v0 * scale[b] / r**2
        local[bi[b]] += strength * np.outer(directed(d), directed(d))
        if is_cap[bj[b]]:
            cap_values.append(strength)
        else:
            local[bj[b]] += strength * np.outer(directed(-d), directed(-d))
    least = np.linalg.eigvalsh(local[atoms])[:, 0].min()
    return local, min(least, min(cap_values))


def crystal_edges(par):
    grid = 2 * np.pi * np.arange(12) / 12
    t = np.array([hop(d * 4 / SQ3, par) for d in TETRA])
    a, b, c = (x.ravel() for x in np.meshgrid(grid, grid, grid))
    ph = np.exp(1j * np.array([0 * a, a, b, c]))
    off = np.einsum("bk,bij->kij", ph, t)
    ham = np.zeros((len(a), 8, 8), complex)
    ham[:, :4, :4] = ham[:, 4:, 4:] = np.diag([par[0]] + 3 * [par[1]])
    ham[:, :4, 4:] = off
    ham[:, 4:, :4] = np.conj(np.swapaxes(off, 1, 2))
    e = np.linalg.eigvalsh(ham)
    return e[:, 3].max(), e[:, 4].min()


ES, EP, V0 = -2.0, 2.0, 4.5
model = directed_model(ES, EP, V0)
full_scale = np.ones(n_bonds)
bulk_v, bulk_c = crystal_edges(model)
assert abs(bulk_v - (EP - V0)) < 1e-9 and abs(bulk_c - (ES + V0)) < 1e-9

# fourfold boundary and the path to a cut bond
target = cross[np.argmax(np.abs(length[cross] - 1))]
path = []
for lam in (0.0, 0.25, 0.5, 0.75, 1.0):
    scale = full_scale.copy()
    scale[target] = lam
    e = spectrum(vec0, model, scale)
    gamma = local_matrices(vec0, V0, scale)[1]
    top, bottom = e[:, n_bonds - 1].max(), e[:, n_bonds].min()
    assert top <= EP - gamma + 1e-8 and bottom >= ES + gamma - 1e-8
    path.append((lam, gamma, top, bottom))
    if lam == 0:
        cut_e, cut_scale = e, scale
gamma4, top4, bottom4 = path[-1][1:]
assert 2 * gamma4 > EP - ES
gamma_rigid = local_matrices(bond_vectors(start), V0, full_scale)[1]

# threefold atoms: two zero modes of the bonding part, two levels in the gap
bonding = directed_model(0.0, 0.0, V0)
zero4 = np.abs(spectrum(vec0, bonding, full_scale))
zero3 = np.abs(spectrum(vec0, bonding, cut_scale))
assert zero4.min() >= gamma4 - 1e-8
assert np.all(np.sum(zero3 < 1e-8, axis=1) == 2)
middle = cut_e[:, n_bonds - 1:n_bonds + 1]
assert middle.min() >= ES - 1e-8 and middle.max() <= EP + 1e-8
assert top4 < middle.min() and middle.max() < bottom4

local_cut = local_matrices(vec0, V0, cut_scale)[0]
_, states = np.linalg.eigh(hamiltonians(vec0, model, cut_scale)[0])
weight, estimates, s_parts = 0.0, [], []
for atom in (bi[target], bj[target]):
    g = np.linalg.eigh(local_cut[atom])[1][:, 0]
    o = offset[atom]
    amp = g @ states[o:o + 4, n_bonds - 1:n_bonds + 1]
    weight += np.sum(np.abs(amp)**2) / 2
    s_parts.append(g[0]**2)
    estimates.append(ES * g[0]**2 + EP * (1 - g[0]**2))
assert weight > 0.5

# inequalities on randomly displaced fourfold structures
rng = np.random.default_rng(4)
random_rows = []
for size in (0.03, 0.06, 0.10):
    vec = bond_vectors(relaxed + size * rng.normal(size=relaxed.shape))
    e = spectrum(vec, model, full_scale)
    gamma = local_matrices(vec, V0, full_scale)[1]
    top, bottom = e[:, n_bonds - 1].max(), e[:, n_bonds].min()
    assert gamma > 0
    assert top <= EP - gamma + 1e-8 and bottom >= ES + gamma - 1e-8
    random_rows.append((size, gamma, top, bottom))

# fuller sp3 couplings: Es, Ep, ss sigma, sp sigma, pp sigma, pp pi
fuller = (-7.0, 0.0, -2.0, 2.5, 4.5, -1.0)
fb_v, fb_c = crystal_edges(fuller)
fe4 = spectrum(vec0, fuller, full_scale)
fe3 = spectrum(vec0, fuller, cut_scale)
f_top, f_bottom = fe4[:, n_bonds - 1].max(), fe4[:, n_bonds].min()
f_mid = fe3[:, n_bonds - 1:n_bonds + 1]
assert f_top < f_mid.min() and f_mid.max() < f_bottom

print(f"atoms {len(atoms)}, caps {is_cap.sum()}, bonds {n_bonds}, orbitals {n_orb}")
print(f"bonds across the boundary per cell: {len(cross)}")
print(f"five-membered rings per cell: {five_rings:.3f}")
print(f"Keating bending/stretching ratio: {BEND}")
print(f"bond length range: {length.min():.4f} to {length.max():.4f} ideal lengths")
print(f"bond angle range: {angles.min():.2f} to {angles.max():.2f} degrees")
print(f"Es {ES} eV, Ep {EP} eV, V0 {V0} eV; k points {len(kpoints)}")
print(f"crystal edges: {bulk_v:.4f} and {bulk_c:.4f} eV, gap {bulk_c-bulk_v:.4f} eV")
print(f"gamma before relaxation: {gamma_rigid:.4f} eV")
print(f"gamma after relaxation: {gamma4:.4f} eV")
print(f"guaranteed edges: {EP-gamma4:.4f} and {ES+gamma4:.4f} eV")
print(f"guaranteed gap: {2*gamma4-(EP-ES):.4f} eV")
print(f"fourfold boundary edges: {top4:.4f} and {bottom4:.4f} eV")
print(f"fourfold boundary gap: {bottom4-top4:.4f} eV")
print(f"shift of edges into crystal gap: {top4-bulk_v:.4f}, {bulk_c-bottom4:.4f} eV")
print(f"least |eigenvalue| of bonding part, fourfold: {zero4.min():.4f} eV")
print(f"zero modes of bonding part after cut: {np.sum(zero3[0] < 1e-8)}")
print(f"length of the bond that is cut: {length[target]:.4f} ideal lengths")
print(f"dangling levels, all k: {middle.min():.4f} to {middle.max():.4f} eV")
print(f"dangling levels at Gamma: {middle[0,0]:.4f}, {middle[0,1]:.4f} eV")
print(f"other edges after cut: {cut_e[:,n_bonds-2].max():.4f}, "
      f"{cut_e[:,n_bonds+1].min():.4f} eV")
print(f"s fraction of unbonded orbitals: {s_parts[0]:.4f}, {s_parts[1]:.4f}")
print(f"their mean energies: {estimates[0]:.4f}, {estimates[1]:.4f} eV")
print(f"weight of Gamma levels on unbonded orbitals: {weight:.4f}")
for lam, gamma, top, bottom in path:
    print(f"bond factor {lam:.2f}: gamma {gamma:.4f}, top filled-side {top:.4f}, "
          f"lowest empty-side {bottom:.4f} eV")
for size, gamma, top, bottom in random_rows:
    print(f"random displacement {size:.2f} ideal lengths: gamma {gamma:.4f}, "
          f"edges {top:.4f}, {bottom:.4f} eV")
print("fuller model Es, Ep, ss, sp, pp-sigma, pp-pi (eV):", *fuller)
print(f"fuller model crystal edges: {fb_v:.4f}, {fb_c:.4f} eV")
print(f"fuller model fourfold boundary edges: {f_top:.4f}, {f_bottom:.4f} eV")
print(f"fuller model dangling levels: {f_mid.min():.4f} to {f_mid.max():.4f} eV")
print("done: every assertion held")
```

Running it gives:

```
atoms 48, caps 8, bonds 100, orbitals 200
bonds across the boundary per cell: 4
five-membered rings per cell: 4.000
Keating bending/stretching ratio: 0.3
bond length range: 0.9543 to 1.0267 ideal lengths
bond angle range: 93.78 to 127.12 degrees
Es -2.0 eV, Ep 2.0 eV, V0 4.5 eV; k points 15
crystal edges: -2.5000 and 2.5000 eV, gap 5.0000 eV
gamma before relaxation: 2.4384 eV
gamma after relaxation: 3.3613 eV
guaranteed edges: -1.3613 and 1.3613 eV
guaranteed gap: 2.7226 eV
fourfold boundary edges: -1.9536 and 2.6517 eV
fourfold boundary gap: 4.6053 eV
shift of edges into crystal gap: 0.5464, -0.1517 eV
least |eigenvalue| of bonding part, fourfold: 3.7729 eV
zero modes of bonding part after cut: 2
length of the bond that is cut: 0.9723 ideal lengths
dangling levels, all k: 0.9017 to 1.1349 eV
dangling levels at Gamma: 0.9017, 0.9743 eV
other edges after cut: -1.9536, 2.6699 eV
s fraction of unbonded orbitals: 0.2359, 0.2516
their mean energies: 1.0563, 0.9935 eV
weight of Gamma levels on unbonded orbitals: 0.8315
bond factor 0.00: gamma -0.0000, top filled-side 1.0822, lowest empty-side 0.9743 eV
bond factor 0.25: gamma 1.1024, top filled-side 0.1241, lowest empty-side 1.8360 eV
bond factor 0.50: gamma 2.1297, top filled-side -0.7968, lowest empty-side 2.4827 eV
bond factor 0.75: gamma 2.9852, top filled-side -1.5477, lowest empty-side 2.6378 eV
bond factor 1.00: gamma 3.3613, top filled-side -1.9536, lowest empty-side 2.6517 eV
random displacement 0.03 ideal lengths: gamma 2.9470, edges -1.4725, 2.6526 eV
random displacement 0.06 ideal lengths: gamma 2.3455, edges -0.9400, 2.6109 eV
random displacement 0.10 ideal lengths: gamma 1.5864, edges 0.1321, 2.6350 eV
fuller model Es, Ep, ss, sp, pp-sigma, pp-pi (eV): -7.0 0.0 -2.0 2.5 4.5 -1.0
fuller model crystal edges: -3.3333, 0.8414 eV
fuller model fourfold boundary edges: -3.5525, 0.9525 eV
fuller model dangling levels: -1.8820 to -1.3035 eV
done: every assertion held
```
